# Stiffness of depleted spring networks by constrained conjugate gradients

When a spring network stands in for a porous interlayer dielectric, its modulus may be computed by an iteration that approaches the relaxed energy from above. While the value is still falling, it leaves a question open: will it settle at a finite stiffness, or continue towards zero? The scheme below answers with a two-sided bound on the modulus, strict if the smallest nonzero eigenvalue of the stiffness matrix is known and otherwise an estimate. The derivation also shows which null modes must be constrained.

## Model and energy

Take \(N\) nodes of a triangular lattice in a periodic cell of \(L\times L\) nodes. Nearest neighbours are joined by central springs of stiffness \(k\) and rest length \(a\). Of the \(3N\) springs, \(M=3Np\) are kept at random. There is no prestress, and displacements are small.

Under a macroscopic strain \(\varepsilon\), the spring \(b\) from node \(i\) to node \(j\), with unit vector \(n_b\), becomes the vector \(an_b+a\varepsilon n_b+u_j-u_i\). Here \(u\) is the periodic displacement added to the uniform strain. To first order the length changes by the component along \(n_b\):

\[
e_b=n_b\cdot(u_j-u_i)+g_b,\qquad g_b=a\,n_b\cdot\varepsilon n_b .
\]

Collecting all springs gives \(e=Bu+g\), where \(B\) is an \(M\times2N\) matrix. The relaxed energy \(W\) follows from

\[
2W=k\min_u|Bu+g|^2 .
\]

The cell area is \(A=N\sqrt3a^2/2\). For an isotropic strain imposed with the cell shape held fixed, define the two-dimensional modulus \(C\) by \(W=\tfrac12AC(\operatorname{tr}\varepsilon)^2\). It equals the bulk modulus for an isotropic network. An anisotropic sample under pressure also changes shape, so its bulk modulus is at most \(C\) and can be zero. The problem is linear, so the strain amplitude may be set to one. With \(\varepsilon=I\) the trace is 2, and

\[
C=\frac{2W}{4A}.
\]

\(C\) is a force per length and is quoted in units of \(k\). Numerical work uses \(k=a=1\).

## Why the singular problem is solvable

Setting the gradient of the energy to zero gives

\[
Ku=f,\qquad K=kB^TB,\qquad f=-kB^Tg .
\]

Since \(u^TKu=k|Bu|^2\), \(K\) and \(B\) have the same null space. \(K\) is symmetric, so its range is the orthogonal complement of that null space, which is also the range of \(B^T\). The strain load \(f\) therefore always lies in the range of \(K\). Floppy modes leave \(u\) undetermined, but they do not change \(Bu\) or the energy.

At the minimum, \(B^Te^*=0\): the spring tensions balance at every node. Such a set of tensions is a self-stress. Moreover \(e^*-g=Bu\) is orthogonal to every self-stress. Hence \(e^*\) is the orthogonal projection of \(g\) on the self-stresses. If the columns of \(S\) are an orthonormal basis of them,

\[
e^*=SS^Tg,\qquad 2W=k|S^Tg|^2 .
\]

A network resists a strain if and only if some self-stress overlaps \(g\).

Let \(F\) be the number of null modes and \(s\) the number of self-stresses. The rank of \(B\) is both \(2N-F\) and \(M-s\), so

\[
F-s=2N-M .
\]

Counting springs fixes this difference, not \(F\) itself. A network with \(M<2N\) can still be stiff in one region and floppy in another.

## Which modes to constrain

A uniform translation stretches no spring. An infinitesimal rotation has \(u_j-u_i=a\Omega n_b\) with \(\Omega\) antisymmetric, so \(n_b\cdot\Omega n_b=0\) in a free patch. In a periodic cell the same nodal displacements do not match across the boundary, where they jump perpendicular to the period crossed. A crossing spring oblique to that period stretches; one parallel to it does not. A rigid free patch has three rigid modes, and once it is closed around the periodic cell by at least one such oblique spring it has two. Detached pieces and floppy regions add more.

Let the columns of \(Z\) be the orthonormal rigid modes and \(P=1-ZZ^T\). For a strain load \(Z^Tf=0\) already, and \(P\) merely removes rounding. For applied nodal forces it is essential. Because \(Z^TK=0\),

\[
Z^T(f-Ku)=Z^Tf
\]

for every \(u\). If there are no other null modes, the smallest attainable residual is \(|Z^Tf|\). In a free patch of \(12\times12\) nodes with random forces of total norm \(17.4\,ka\), this residual was \(3.03\,ka\), or 17% of the load. No number of iterations removes it; projection does, by balancing net force and torque. If the patch also has floppy modes, general nodal forces must be made orthogonal to those too.

## The iteration

Start from \(u_0=0\), \(r_0=p_0=Pf\). Along the direction \(p_j\), minimizing \(\tfrac12u^TKu-f^Tu\) gives

\[
\alpha_j=\frac{r_j^Tp_j}{p_j^TKp_j},\qquad r_{j+1}=r_j-\alpha_jKp_j .
\]

The next direction is \(p_{j+1}=r_{j+1}+\beta_jp_j\), with \(\beta_j\) chosen so that \(p_{j+1}^TKp_j=0\).

Suppose that the directions up to \(p_j\) are mutually conjugate and \(r_j\) is orthogonal to all earlier directions. Then \(r_j^Tp_j=|r_j|^2\). The line minimization makes \(r_{j+1}\) orthogonal to \(p_j\), and conjugacy keeps it orthogonal to the earlier directions. These span the earlier residuals, so \(r_{j+1}^Tr_i=0\) for \(i\le j\). Substituting \(Kp_j=(r_j-r_{j+1})/\alpha_j\) into the conjugacy condition yields

\[
\beta_j=-\frac{r_{j+1}^TKp_j}{p_j^TKp_j}
=\frac{|r_{j+1}|^2}{\alpha_jp_j^TKp_j}
=\frac{|r_{j+1}|^2}{|r_j|^2}.
\]

For \(i<j\), \(r_{j+1}^TKp_i=r_{j+1}^T(r_i-r_{i+1})/\alpha_i=0\), so conjugacy to all earlier directions persists. The residual is orthogonal to the whole search space, and each iterate minimizes the energy there. For a load in the range of \(K\), every nonzero \(p_j\) also lies there, so \(p_j^TKp_j>0\).

```
f = P(-k B^T g);  u = 0;  r = f;  p = r
if |f| is zero to rounding: return |g|^2 k/(4A)
repeat
    q = P(K p)
    alpha = (r.r)/(p.q)
    u = u + alpha p
    rnew = r - alpha q
    beta = (rnew.rnew)/(r.r)
    store alpha, beta;  r = rnew
    C_upper = k |B u + g|^2/(4A)
    stop if |r| <= tolerance * |f|
    p = r + beta p
lowest, highest = extreme eigenvalues of T(alpha, beta)
report C_upper, |r|^2/(4A lowest), highest/lowest
```

## Error and conditioning

Write \(d=u_j-u^*\), where \(u^*\) is any solution. Since \(B^Te^*=0\), the cross term vanishes:

\[
k|e^*+Bd|^2=k|e^*|^2+2k(e^*)^TBd+k|Bd|^2
=2W+d^TKd .
\]

The residual is \(r_j=-Kd\). On the range of \(K\) its inverse has largest eigenvalue \(1/\lambda_+\), where \(\lambda_+\) is the smallest nonzero eigenvalue of \(K\). Hence \(d^TKd\le|r_j|^2/\lambda_+\), and

\[
C_j-\frac{|r_j|^2}{4A\lambda_+}\le C\le C_j,
\qquad C_j=\frac{k|Bu_j+g|^2}{4A}.
\]

This answers the opening question: a positive lower bound proves a finite \(C\) for the imposed strain, and the modulus is resolved when the bracket is narrow compared with \(C_j\). If \(C_j\) itself falls below the smallest stiffness of interest, the upper bound suffices.

The convergence rate involves \(\kappa=\lambda_{\max}/\lambda_+\); the zero eigenvalues do not enter. In the range of \(K\), the error after \(j\) steps is \(Q(K)d_0\), where \(Q\) is the best polynomial of degree \(j\) with \(Q(0)=1\). A trial choice is a Chebyshev polynomial \(T_j\), mapped to be at most one in magnitude on \([\lambda_+,\lambda_{\max}]\) and divided by its value at zero, \(T_j(x)\) with \(x=(\kappa+1)/(\kappa-1)\). Use \(T_j(x)=\tfrac12(t^j+t^{-j})\), where

\[
t=x+\sqrt{x^2-1}=\frac{\kappa+1+2\sqrt\kappa}{\kappa-1}
=\frac{\sqrt\kappa+1}{\sqrt\kappa-1}.
\]

Since \(1/T_j\le2t^{-j}\), the energy excess obeys

\[
d_j^TKd_j\le4\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^{2j}d_0^TKd_0 .
\]

For large \(\kappa\) the power is close to \(e^{-4j/\sqrt\kappa}\). Reducing the excess by a factor \(\delta\) therefore needs at most about \((\sqrt\kappa/4)\ln(4/\delta)\) steps. With \(\kappa=902\) and \(\delta=10^{-10}\) this is \(7.51\times24.4\approx183\). The step counts tabulated below refer instead to a relative residual of \(10^{-10}\). The energy excess is quadratic in the residual, so that condition is stricter and takes more steps.

## Reading the condition number from the iteration

The stored coefficients contain a small projection of \(K\). Combining the recurrences gives

\[
Kr_j=\frac{r_j-r_{j+1}}{\alpha_j}
-\frac{\beta_{j-1}}{\alpha_{j-1}}(r_{j-1}-r_j).
\]

In the orthonormal basis \((-1)^jr_j/|r_j|\), \(K\) is represented by the tridiagonal matrix

\[
T_{jj}=\frac1{\alpha_j}+\frac{\beta_{j-1}}{\alpha_{j-1}},\qquad
T_{j,j+1}=\frac{\sqrt{\beta_j}}{\alpha_j},
\]

where the second diagonal term is absent for \(j=0\). The basis lies in the range of \(K\), so in exact arithmetic the eigenvalues of \(T\) lie between \(\lambda_+\) and \(\lambda_{\max}\). Their ratio estimates \(\kappa\) from below. The smallest, \(\theta\), is at least \(\lambda_+\), so a bracket computed with \(\theta\) is an estimate; the strict bound needs \(\lambda_+\) or a positive lower bound on it. In the first few steps \(\theta\) can be far too large, and the estimated lower end can then be positive even for a network with zero modulus. In the networks below it lay above the true \(C\) for at most 5 steps at \(p\ge0.75\) and for up to 15 steps near threshold.

A strain load might barely excite the softest mode. A second solve with \(B^T\xi\), where \(\xi\) holds independent unit Gaussian numbers, excites every non-null mode. Its component along a normalized mode \(v_i\) is \(\xi\cdot Bv_i\), with standard deviation \(|Bv_i|=\sqrt{\lambda_i/k}\), so soft modes still enter weakly. A small residual does not prove that \(\theta\) has converged, because the iteration can damp a whole group of modes before separating its lowest member.

## Reference points

In the full lattice under \(\varepsilon=I\), every \(g_b=a\). Opposite springs balance at each node, so \(u=0\) and \(2W=3Nka^2\). Therefore

\[
C_0=\frac{3Nka^2}{4N\sqrt3a^2/2}=\frac{\sqrt3}{2}k\approx0.866\,k .
\]

The effect of removing one spring is also available in closed form. Let \(\Pi=SS^T\) for the full lattice. Removing spring \(b\) is equivalent to letting its elongation be offset by a free amount \(\tau\):

\[
\min_\tau\left[|\Pi g|^2+2\tau(\Pi g)_b+\tau^2\Pi_{bb}\right]
=|\Pi g|^2-\frac{(\Pi g)_b^2}{\Pi_{bb}} .
\]

Here \(\Pi g=g\), because \(B^Tg=0\). To find \(\Pi_{bb}\), consider a wave of amplitude \(v\) and wavevector \(q\). It stretches a spring along lattice vector \(a_m\) by \((e^{iq\cdot a_m}-1)n_m\cdot v\). A nonzero \(v\) can be perpendicular to at most one of the three spring directions, so zero energy requires \(e^{iq\cdot a_m}=1\) for two of them. That leaves uniform translation. The rank is \(2N-2\), and the trace of \(\Pi\) is \(3N-(2N-2)=N+2\). Lattice symmetry makes all springs equivalent, hence

\[
\Pi_{bb}=\frac{N+2}{3N},\qquad
\Delta(2W)=-k g_b^2\frac{3N}{N+2}.
\]

For \(N=144\) the drop is \(432/146=2.9589\,ka^2\); conjugate gradients on the network with one spring missing gave 2.958904.

Adding these losses for \(3N(1-p)\) removed springs, with their interactions neglected, gives for large \(N\)

\[
C_{\rm lin}=C_0[1-3(1-p)]=C_0(3p-2).
\]

It vanishes at \(p=2/3\), where \(M=2N\). This is a first-order expansion in \(1-p\), extrapolated; it does not prove a threshold there.

## A worked depletion series

Six random removal orders were followed on a periodic cell with \(L=12\), \(N=144\), held fixed throughout. Each order gives a nested series of networks. The solver stopped at a relative residual of \(10^{-10}\). The table gives the mean modulus, its standard deviation over samples, and mean mode counts.

| \(p\) | \(C/k\) | s.d. | \(C_{\rm lin}/k\) | \(F\) | \(s\) |
|---|---|---|---|---|---|
| 0.949 | 0.735 | 0.015 | 0.734 | 2.0 | 124.0 |
| 0.850 | 0.476 | 0.035 | 0.475 | 2.2 | 81.2 |
| 0.750 | 0.228 | 0.024 | 0.217 | 5.2 | 41.2 |
| 0.699 | 0.108 | 0.022 | 0.084 | 8.5 | 22.5 |
| 0.660 | 0.027 | 0.009 | −0.018 | 11.2 | 8.2 |
| 0.600 | 0.002 | 0.006 | −0.174 | 29.3 | 0.3 |

Dense diagonalization of \(BB^T\) supplied \(S\) independently. Across the 36 networks, \(k|S^Tg|^2/(4A)\) and the iterative modulus differed by at most \(3.4\times10^{-14}k\).

At \(p=0.660\), \(2N-M=288-285=3\), so counting alone shows a deficit of springs. Yet on average 8.2 self-stresses remain, and all six samples resist the imposed expansion. At \(p=0.600\) one sample in six does, which is why the standard deviation exceeds the mean. This stiffness depends on holding the cell shape fixed. If the shape relaxes at the same change of area, the mean falls from 0.108 to \(0.080\,k\) at \(p=0.699\), five of the six samples at \(p=0.660\) have zero modulus, and all six do at \(p=0.600\). A finite cell has no single sharp threshold, and the values near it depend on size: with \(L=48\) the mean \(C\) is about \(0.086\,k\) at \(p=0.699\) and \(0.011\,k\) at \(p=0.660\). Within each nested series the modulus cannot rise: deleting terms from \(|Bu+g|^2\) lowers it, or leaves it unchanged, for every \(u\), and therefore also at the minimum.

The medians over samples show the numerical cost.

| \(p\) | \(\lambda_+/k\) | \(\kappa\) | steps |
|---|---|---|---|
| 0.949 | 0.098 | 61 | 80 |
| 0.850 | 0.049 | 119 | 110 |
| 0.750 | 0.016 | 360 | 176 |
| 0.699 | 0.0062 | 902 | 228 |
| 0.660 | 0.00055 | 14,100 | 314 |
| 0.600 | 0.00078 | 7,230 | 264 |

In these medians conditioning worsens down to \(p=0.660\) and is better again at \(p=0.600\); the rows are too widely spaced to locate the worst point. Medians of six samples are rough: 24 other removal orders give the same trend, with \(\kappa\) near 1,900, 10,500 and 3,100 in the last three rows. Removing springs cannot raise any eigenvalue in the full ordered list, but a soft mode that reaches zero leaves the nonzero list, and the next one becomes \(\lambda_+\). A falling \(\kappa\) is therefore no evidence of returning stiffness.

From the first row to the fifth, \(\sqrt\kappa\) grows about 15-fold and the step count about fourfold. The Chebyshev result is an upper bound, and in exact arithmetic the iteration ends after at most \(2N-2=286\) steps. The median of 314 exceeds that limit, so rounding has already cost some orthogonality.

For the first sample at \(p=0.699\), \(\lambda_+=0.00515\,k\). The bracket narrows as follows.

| step | upper bound \(/k\) | width \(/k\) |
|---|---|---|
| 0 | 0.60542 | 67 |
| 57 | 0.09509 | 0.0081 |
| 115 | 0.09477 | \(3.1\times10^{-7}\) |

The unrelaxed value at step 0 is 6.4 times the final \(0.0948\,k\). At step 57 the bracket runs from \(0.0951-0.0081=0.0870\) to \(0.0951\), already enough to establish that this network resists uniform expansion. Other strains need their own solves: with a single self-stress, for example, \(2W=k(S^Tg)^2\) vanishes for some combinations of the three strain components.

The random probe overestimated \(\lambda_+\) by at most 2.7% at \(p=0.949\), and by at most 0.003% in the other rows. In these disordered networks the strain load did no worse, with at most 0.3% at \(p=0.949\) and below 0.001% elsewhere. The largest error thus occurred in the best-conditioned group. Closely spaced low eigenvalues combined with few steps are a plausible cause, but this is a conjecture.

## Cost and failure modes

A node couples to itself and at most six neighbours through \(2\times2\) blocks. One product with \(K\) needs at most \(28N\) multiplications, and storage is proportional to \(N\). The energy can be evaluated every few steps to save work. Dense diagonalization costs of order \(N^3\) and suits small reference cells.

Size also affects conditioning. In a uniform elastic medium the longest wave has \(q\propto1/L\) and strain energy proportional to \(q^2\), so \(\kappa\propto L^2\) even far from threshold. Condition numbers should be compared at fixed cell size.

An over-tight tolerance is a separate hazard. The residual is \(Q(K)f\) with \(Q(0)=1\), so any null component introduced by rounding is not damped. Once \(|r|\) approaches that component, the stored coefficients can produce a spurious eigenvalue near zero. The remedy is to stop when the modulus bracket is narrow enough.

## Relation to porous films

Real low-\(k\) films such as porous organosilicate glass are three-dimensional, with Young's moduli of roughly a few GPa. Here \(k\) and \(a\) are round units, \(p\) is a fraction of springs rather than a porosity, and \(C\) is a two-dimensional modulus, so the tabulated values are not film predictions. The assumption of purely central forces also fails: covalent networks also resist changes of bond angle. If every angle at a node is stiff, the triangular lattice keeps its rigidity down to the connectivity threshold, \(p\approx0.35\), instead of losing it between about 0.64 and 0.66. Pores are also correlated in space, unlike randomly deleted springs. The energy bracket carries over to any such harmonic model once \(B\) and \(g\) include the angular terms with their stiffness weights; the rigidity threshold does not.
